# Bloch sums with and without intracell positions in the phase

## The physical situation

A weak light field drives electrons between the bands of a crystal at fixed crystal momentum, at a rate set by the interband matrix elements of the velocity. In a tight-binding model these can be sought as matrix elements of $\partial H/\partial\mathbf k$. But the matrix $H(\mathbf k)$ is not unique: the phase of each Bloch sum may or may not contain the position of the orbital inside the cell. Both matrices give the same bands, so the bands cannot tell which derivative belongs to the response of the crystal.

Hartree atomic units are used throughout, with $\hbar=1$ and electron charge $-1$.

## Two bases for the same states

Let $\varphi_{\mathbf R\alpha}$ be orthonormal orbitals centred at $\mathbf R+\boldsymbol\tau_\alpha$, where $\mathbf R$ is a lattice vector. The one-electron Hamiltonian is periodic, with elements $H_{\alpha\beta}(\mathbf R)=\langle\varphi_{\mathbf 0\alpha}|H|\varphi_{\mathbf R\beta}\rangle$. For $N$ cells with periodic boundary conditions, define

$$
|\chi^{\rm I}_{\mathbf k\alpha}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\alpha)}|\varphi_{\mathbf R\alpha}\rangle,\qquad
|\chi^{\rm II}_{\mathbf k\alpha}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\varphi_{\mathbf R\alpha}\rangle. \tag{1}
$$

The factor $e^{i\mathbf k\cdot\boldsymbol\tau_\alpha}$ does not depend on $\mathbf R$ and comes out of the sum:

$$
|\chi^{\rm I}_{\mathbf k\alpha}\rangle=e^{i\mathbf k\cdot\boldsymbol\tau_\alpha}|\chi^{\rm II}_{\mathbf k\alpha}\rangle. \tag{2}
$$

In $\langle\chi^{\rm II}_{\mathbf k\alpha}|H|\chi^{\rm II}_{\mathbf k\beta}\rangle$ the double sum over cells depends only on their separation, so one sum gives a factor $N$ that cancels the normalization. With (2) for convention I,

$$
H^{\rm II}_{\alpha\beta}=\sum_{\mathbf R}H_{\alpha\beta}(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\qquad
H^{\rm I}_{\alpha\beta}=\sum_{\mathbf R}H_{\alpha\beta}(\mathbf R)e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\beta-\boldsymbol\tau_\alpha)}. \tag{3}
$$

With the diagonal unitary matrix $U$, this is

$$
H^{\rm I}=U^\dagger H^{\rm II}U,\qquad U(\mathbf k)=\mathrm{diag}\left(e^{i\mathbf k\cdot\boldsymbol\tau_\alpha}\right). \tag{4}
$$

A unitary transformation at fixed $\mathbf k$ preserves eigenvalues, so the bands $E_n(\mathbf k)$ are identical. Writing one Bloch state as $|\psi_n\rangle=\sum_\alpha C^{\rm I}_{\alpha n}|\chi^{\rm I}_\alpha\rangle=\sum_\alpha C^{\rm II}_{\alpha n}|\chi^{\rm II}_\alpha\rangle$ and using (2) gives

$$
C^{\rm II}_n=U\,C^{\rm I}_n. \tag{5}
$$

The matrices behave differently under a reciprocal lattice vector $\mathbf G$. Since $e^{i\mathbf G\cdot\mathbf R}=1$, $H^{\rm II}$ is periodic, while (4) gives $H^{\rm I}(\mathbf k+\mathbf G)=V^\dagger H^{\rm I}(\mathbf k)V$ with $V=\mathrm{diag}(e^{i\mathbf G\cdot\boldsymbol\tau_\alpha})$.

## The Berry connection

For each convention define $\mathbf A_{mn}=i\,C_m^\dagger\partial_{\mathbf k}C_n$; the diagonal element is the Berry connection of band $n$, taken to be isolated. Let $\boldsymbol\tau=\mathrm{diag}(\boldsymbol\tau_\alpha)$. Then $\partial_{\mathbf k}U=i\boldsymbol\tau U$, and (5) gives

$$
\begin{aligned}
C_m^{\rm II\dagger}\partial_{\mathbf k}C_n^{\rm II}
&=C_m^{\rm I\dagger}U^\dagger\left(i\boldsymbol\tau U C_n^{\rm I}+U\partial_{\mathbf k}C_n^{\rm I}\right)\\
&=i\,C_m^{\rm I\dagger}\boldsymbol\tau C_n^{\rm I}+C_m^{\rm I\dagger}\partial_{\mathbf k}C_n^{\rm I},
\end{aligned} \tag{6}
$$

because the diagonal matrices $U$ and $\boldsymbol\tau$ commute. For the same reason $\boldsymbol\tau_{mn}=C_m^\dagger\boldsymbol\tau C_n$ has the same value in both conventions. Multiplying (6) by $i$ and rearranging,

$$
\mathbf A^{\rm I}_{mn}=\mathbf A^{\rm II}_{mn}+\boldsymbol\tau_{mn},\qquad
\mathbf A^{\rm I}_{nn}=\mathbf A^{\rm II}_{nn}+\sum_\alpha\boldsymbol\tau_\alpha|C_{\alpha n}|^2. \tag{7}
$$

The diagonal shift is the mean intracell position of the electron, written $\langle\boldsymbol\tau\rangle_n$ below.

Equation (7) compares the same physical states. A new phase, $C_n\to e^{i\phi}C_n$, changes $\mathbf A_{nn}$ by $-\partial_{\mathbf k}\phi$, so the value of $\mathbf A_{nn}$ at one $\mathbf k$ has no meaning by itself, and the diagonal difference in (7) can be removed at any single $\mathbf k$ by choosing the phases independently in the two conventions. Since a phase adds only a gradient, it can be removed on a whole neighbourhood only where $\langle\boldsymbol\tau\rangle_n$ has no curl. Phases leave the moduli of the elements with $m\neq n$ unchanged, so a difference between those moduli cannot be removed. The parts of the diagonal difference that no gauge change removes are found below from the Berry phase and the curvature.

## The derivative of the Hamiltonian

Differentiate (4), using $\partial_{\mathbf k}U^\dagger=-iU^\dagger\boldsymbol\tau$ and $\partial_{\mathbf k}U=i\boldsymbol\tau U$:

$$
\begin{aligned}
\partial_{\mathbf k}H^{\rm I}&=-iU^\dagger\boldsymbol\tau H^{\rm II}U+U^\dagger(\partial_{\mathbf k}H^{\rm II})U+iU^\dagger H^{\rm II}\boldsymbol\tau U\\
&=U^\dagger\left(\partial_{\mathbf k}H^{\rm II}+i[H^{\rm II},\boldsymbol\tau]\right)U.
\end{aligned} \tag{8}
$$

Place this between $C_m^{\rm I\dagger}$ and $C_n^{\rm I}$. By (5) the factors $U$ turn these into convention-II vectors, and in the commutator $H^{\rm II}$ gives $E_m$ on the left and $E_n$ on the right:

$$
\langle m|\partial_{\mathbf k}H^{\rm I}|n\rangle=\langle m|\partial_{\mathbf k}H^{\rm II}|n\rangle+i(E_m-E_n)\boldsymbol\tau_{mn}. \tag{9}
$$

Here each bracket uses the coefficient vectors of its own convention. For $m=n$ the extra term vanishes, and both conventions give the group velocity $\partial_{\mathbf k}E_n$. Between states of different energy the elements differ unless $\boldsymbol\tau_{mn}=0$. If all $\boldsymbol\tau_\alpha$ equal one vector $\boldsymbol\tau_0$, then $\boldsymbol\tau_{mn}=\boldsymbol\tau_0\delta_{mn}$: the interband elements coincide and the connection shifts by a constant.

Equations (7) and (9) are consistent. Differentiating $HC_n=E_nC_n$ and projecting on $C_m$ with $E_m\neq E_n$ gives $\langle m|\partial_{\mathbf k}H|n\rangle+E_mC_m^\dagger\partial_{\mathbf k}C_n=E_nC_m^\dagger\partial_{\mathbf k}C_n$, hence

$$
\mathbf A_{mn}=\frac{i\langle m|\partial_{\mathbf k}H|n\rangle}{E_n-E_m}. \tag{10}
$$

The extra term of (9) contributes $i\cdot i(E_m-E_n)\boldsymbol\tau_{mn}/(E_n-E_m)=\boldsymbol\tau_{mn}$, as (7) requires.

## Which derivative is the velocity

The answer needs a statement about the position operator, which the hoppings do not supply. Assume that it is diagonal in the orbitals:

$$
\langle\varphi_{\mathbf R\alpha}|\mathbf r|\varphi_{\mathbf R'\beta}\rangle=(\mathbf R+\boldsymbol\tau_\alpha)\,\delta_{\mathbf R\mathbf R'}\delta_{\alpha\beta}. \tag{11}
$$

The velocity $\mathbf v=i[H,\mathbf r]$ then has elements equal to $i$ times the hopping times the bond displacement:

$$
\langle\varphi_{\mathbf 0\alpha}|\mathbf v|\varphi_{\mathbf R\beta}\rangle=iH_{\alpha\beta}(\mathbf R)\,(\mathbf R+\boldsymbol\tau_\beta-\boldsymbol\tau_\alpha). \tag{12}
$$

Between Bloch sums of convention I, each term acquires the phase $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\beta-\boldsymbol\tau_\alpha)}$. The result is the derivative of $H^{\rm I}_{\alpha\beta}$ in (3), so

$$
\mathbf v_{mn}=\langle m|\partial_{\mathbf k}H^{\rm I}|n\rangle. \tag{13}
$$

The derivative of $H^{\rm II}$ contains $\mathbf R$ in place of the bond displacement. It is the velocity of a crystal with the same hoppings and every orbital moved to its cell origin. It also depends on how orbitals are assigned to cells, whereas $H^{\rm I}$ contains only bond displacements and does not. Convention II remains usable if the commutator in (8) is added to its derivative.

The connection has the same interpretation. The cell-periodic function $u_n=e^{-i\mathbf k\cdot\mathbf r}\psi_n$ is

$$
u_n=\frac1{\sqrt N}\sum_{\mathbf R\alpha}C^{\rm I}_{\alpha n}\,e^{-i\mathbf k\cdot(\mathbf r-\mathbf R-\boldsymbol\tau_\alpha)}\varphi_{\mathbf R\alpha}(\mathbf r). \tag{14}
$$

In $i\langle u_m|\partial_{\mathbf k}u_n\rangle$, differentiating the coefficients gives $\mathbf A^{\rm I}_{mn}$. Differentiating the exponential gives elements of $\mathbf r-\mathbf R-\boldsymbol\tau_\alpha$ between orbitals, which vanish under (11). If (11) fails, for instance because $s$ and $p$ orbitals on one atom have a dipole element between them, those elements must be added to $\mathbf A^{\rm I}$, and (13) needs the matching commutator with $H$.

## What a gauge change cannot remove

**One dimension.** Choose a smooth gauge in which $\psi_k$ is periodic in $k$. The Wannier function of an isolated band has amplitudes, for $N\to\infty$,

$$
w_\alpha(R)=\frac a{2\pi}\int_0^{2\pi/a}dk\,C^{\rm I}_\alpha(k)\,e^{ik(R+\tau_\alpha)}. \tag{15}
$$

Multiplication by $x=R+\tau_\alpha$ equals $-i\partial_k$ acting on the exponential. Integration by parts moves the derivative to $C^{\rm I}_\alpha$ as $+i\partial_k$; the boundary term vanishes because $C^{\rm I}_\alpha e^{ik(R+\tau_\alpha)}$ is periodic. Multiplying by $w_\alpha^*(R)$ and summing over $R$, which sets the two momenta equal, gives

$$
\langle w|x|w\rangle=\frac a{2\pi}\int_0^{2\pi/a}dk\,A^{\rm I}_{nn}(k). \tag{16}
$$

The zone average of $A^{\rm I}$ is thus the Wannier centre. The same steps with $R$ in place of $R+\tau_\alpha$ show that the average of $A^{\rm II}$ is the centre with all orbitals collapsed to their cell origins. A gauge change that keeps $\psi_k$ periodic has $\int\partial_k\phi\,dk=2\pi\times$ integer, so it moves either average by a multiple of $a$. If the zone average of $\langle\tau\rangle_n$ is not such a multiple, the two conventions differ in every such gauge.

**Two dimensions.** The curvature $\Omega_n=\partial_{k_x}A_{y,nn}-\partial_{k_y}A_{x,nn}$ is gauge invariant, since the curl of $\partial_{\mathbf k}\phi$ is zero. From (7),

$$
\Omega_n^{\rm I}=\Omega_n^{\rm II}+\partial_{k_x}\langle\tau_y\rangle_n-\partial_{k_y}\langle\tau_x\rangle_n. \tag{17}
$$

The weights $|C_{\alpha n}|^2$ are periodic in $\mathbf k$, so the extra terms integrate to zero over the zone. The Chern number, $\int\Omega_n\,d^2k/2\pi$, is therefore the same in both conventions although the local curvature differs wherever the curl of $\langle\boldsymbol\tau\rangle_n$ is nonzero.

## A chain with two sites per cell

Take $a=5$ bohr, $\tau_A=0$ and $\tau_B=2$ bohr. The site energies are $\pm\Delta$ on $A$ and $B$, with $\Delta=0.03$ hartree; the hoppings are $t_1=0.10$ hartree within the cell and $t_2=0.06$ hartree from $A$ to the $B$ site of the cell on its left. By (3),

$$
H^{\rm II}=\begin{pmatrix}\Delta&f\\f^*&-\Delta\end{pmatrix},\qquad f=t_1+t_2e^{-ika},\qquad H^{\rm I}_{AB}=e^{ik\tau_B}f. \tag{18}
$$

Both matrices have eigenvalues $\pm E$ with $E=\sqrt{\Delta^2+|f|^2}$. At $ka=2\pi/5$, $f=0.1185-0.0571i$ hartree and $|f|=0.13156$ hartree, so $E=\sqrt{0.03^2+0.13156^2}=0.1349$ hartree.

For the lower band the first row of the eigenvalue equation is $(\Delta+E)C_A+fC_B=0$. Choose $C_A$ real and positive, which selects the same state in both conventions because $\tau_A=0$. Then $C_B=-(E+\Delta)C_A/f$ has phase $\pi-\arg f$. With $|f|^2=(E+\Delta)(E-\Delta)$, normalization gives

$$
|C_B|^2=\frac{E+\Delta}{2E}=\frac12\left(1+\frac{0.0300}{0.1349}\right)=0.611. \tag{19}
$$

In $iC^\dagger\partial_kC$ the derivatives of the moduli cancel by normalization, and the phase of $C_B$ leaves $A^{\rm II}=|C_B|^2\,\partial_k\arg f$. Here $\partial_k\arg f=\mathrm{Im}(f^*\partial_kf)/|f|^2$ with $f^*\partial_kf=-iat_2(t_1e^{-ika}+t_2)$, so

$$
\partial_k\arg f=-\frac{at_2(t_2+t_1\cos ka)}{|f|^2}=-1.576\ \text{bohr}. \tag{20}
$$

Hence $A^{\rm II}=0.611\times(-1.576)=-0.963$ bohr. The shift is $\tau_B|C_B|^2=1.222$ bohr, and (7) gives $A^{\rm I}=0.259$ bohr.

For the upper band $(\Delta-E)C_A+fC_B=0$, so $C_B=(E-\Delta)C_A/f$ has phase $-\arg f$ and $|C_B|^2=(E-\Delta)/2E$. With "up" and "low" labelling the bands,

$$
\tau_{\rm up,low}=\tau_BC_{B,\rm up}^*C_{B,\rm low}=-\frac{\tau_B|f|}{2E}=-0.975\ \text{bohr}. \tag{21}
$$

The extra term in (9) is $i(2E)\tau_{\rm up,low}=-i\tau_B|f|=-0.263i$ hartree bohr. The derivative of $H^{\rm II}$ gives $0.048+0.207i$ hartree bohr, and adding the term gives $0.048-0.056i$ hartree bohr. The bond velocity (12), evaluated on a ring of ten cells, gives this second value. The moduli are 0.074 in convention I and 0.213 in II (in m/s, $1.61\times10^5$ and $4.66\times10^5$). The diagonal element of the lower band is 0.211 hartree bohr in both. If each $B$ is assigned to the cell on its right, so that $\tau_B=-3$ bohr, the modulus in II becomes 0.453 hartree bohr, while that in I stays at 0.074.

The limit $t_2=0$ shows the physics plainly. The crystal is then a row of isolated dimers and $H^{\rm II}$ does not depend on $k$, so its derivative vanishes. Yet each dimer has a dipole transition, whose velocity element $-i\tau_Bt_1$ comes entirely from the extra term.

The zone average of $A^{\rm I}$ is 1.474 bohr and that of $A^{\rm II}$ is 0.169 bohr. They differ by 1.306 bohr, which is not a multiple of $a$. Diagonalizing the position operator within the occupied states of an open chain gives, away from the ends of the chain, the same two centres modulo $a$, for true and collapsed positions respectively; the centres at the ends are displaced.

A measurable consequence is the static polarizability per cell, for independent electrons with one spinless electron filling the lower band. A field $F$ adds $Fx$ to the electron energy. Elements of $x$ between two filled states contribute equal and opposite second-order shifts to the pair and cancel in the total energy, so only elements between the bands remain; these connect equal $k$, because $v=i[H,x]$ is diagonal in $k$ and the two energies differ. Second-order perturbation theory then gives the energy $-F^2|x_{\rm up,low}|^2/\omega$ at each $k$, with $\omega=2E$. Equating its zone average to $-\alpha F^2/2$, and using $|x_{\rm up,low}|=|v_{\rm up,low}|/\omega$ from $v=i[H,x]$,

$$
\alpha=\frac a{2\pi}\int_0^{2\pi/a}dk\,\frac{2|v_{\rm up,low}|^2}{\omega^3}. \tag{22}
$$

Convention I gives 37.9 bohr³, in agreement with open chains diagonalized in a small field. Using $\partial_kH^{\rm II}$ as the velocity gives 23.3 bohr³, which is 38% below the value in I. At the $k$ treated above II has the larger element, so the sign of its error changes across the zone.

## Curvature on a honeycomb lattice

Take $\mathbf a_1=\frac a2(1,\sqrt3)$ and $\mathbf a_2=\frac a2(-1,\sqrt3)$ with $a=5$ bohr, $A$ at the origin and $B$ at $(\mathbf a_1+\mathbf a_2)/3$. The site energies are $\pm0.02$ hartree and the nearest-neighbour hopping is 0.10 hartree. The second-neighbour elements $H_{AA}(\mathbf R)$ are $0.01i$ hartree for $\mathbf R=\mathbf a_1,\ \mathbf a_2-\mathbf a_1,\ -\mathbf a_2$ and the conjugate for the opposite vectors; those on $B$ have the opposite sign.

A rotation by 120° permutes the bond displacements of each kind, so $H^{\rm I}$ is the same at three $\mathbf k$ points related by that rotation, and $\Omega^{\rm I}$ must be equal there. Starting from $\mathbf k=(0.5,0.1)$ bohr⁻¹, the lower band has $\Omega^{\rm I}=-0.615$ bohr² at all three points. Convention II gives $0.434$, $-0.608$ and $-1.671$ bohr²: it breaks the symmetry, and at the first point it has the wrong sign.

The mean of the three values in II is $-0.615$ bohr², equal to the value in I. The reason is that the extra term in (17) is linear in the gradient of $|C_B|^2$, with the fixed vector $\boldsymbol\tau_B$ as coefficient. The weight is invariant under the rotation, so its gradients at the three points are rotated copies of one vector and sum to zero. The Chern number is $-1$ in both conventions. The numerical check below covers both models.

## Computed results

```
CHAIN (I: phase with tau, II: without)
a, tau_B = 5.0, 2.0 bohr
Delta, t1, t2 = 0.03, 0.10, 0.06 hartree
k = 0.251327 1/bohr, k*a = 1.256637 rad
H_AB in I  = +0.131369 +0.007103i hartree
H_AB in II = +0.118541 -0.057063i hartree
|f| = 0.131561 hartree
bands in I : -0.134938, 0.134938 hartree
bands in II: -0.134938, 0.134938 hartree
lower-band weight on B = 0.611162
d(arg f)/dk = -1.575583 bohr
lower-band A in I  = 0.259388 bohr
lower-band A in II = -0.962937 bohr
lower-band average of tau = 1.222325 bohr
tau(up,low) = -0.974973 +0.000000i bohr
lower-band velocity, I  = 0.211443 hartree bohr
lower-band velocity, II = 0.211443 hartree bohr
interband dH/dk (up,low), hartree bohr:
  I          = +0.048216 -0.055837i
  II         = +0.048216 +0.207285i
  I minus II = +0.000000 -0.263121i
  ring i[H,x] = +0.048216 -0.055837i
  modulus I, II = 0.073773, 0.212818
  modulus of difference = 0.263121
  modulus I, II = 1.6139e+05, 4.6558e+05 m/s
  B in next cell: modulus I, II = 0.073773, 0.453091
zone average of lower-band A, bohr:
  I = 1.474192, II = 0.168505
open-chain Wannier centre modulo a, bohr:
  true sites = 1.474192, collapsed = 0.168505
polarizability per cell (one electron), bohr^3:
  k sum with I = 37.9145, with II = 23.3415
  finite field: true sites = 37.9145, collapsed = 23.3415
  ratio II/I = 0.6156
HONEYCOMB
a = 5.0 bohr, tau_B = (0, 2.886751) bohr
mass, t, t' = 0.02, 0.10, 0.01 hartree
lower-band curvature at 3 rotated k, bohr^2:
  k=(+0.5000,+0.1000)/bohr I -0.61494 II 0.43356 curl -1.04851
  k=(-0.3366,+0.3830)/bohr I -0.61494 II -0.60750 curl -0.00744
  k=(-0.1634,-0.4830)/bohr I -0.61494 II -1.67089 curl +1.05595
mean of II over the 3 points = -0.61494 bohr^2
Chern number I, II = -1, -1
```
